\section*{Trinkle's Variational Principle: Upper Bounds on Diagonal Lattice Transport Coefficients}

\section{Form fixed by dimension and symmetry}

A force $F^b$ on each atom of species $b$ produces a flux $J^a=\sum_b L^{ab}F^b$ of species $a$. A flux has dimension $1/(\text{length}^2\,\text{time})$ and a force energy/length, so $L^{ab}$ has dimension $1/(\text{energy}\times\text{length}\times\text{time})$. A lattice model supplies jump rates, jump displacements $x$, a volume $V$ and the thermal energy $k_BT$. Flux and work are both linear in displacement, so $L$ is of second degree in $x$:
\begin{equation}
L^{ab}=\frac{D^{ab}}{Vk_BT},\qquad D^{ab}\sim \text{rate}\times x^a x^b .
\end{equation}

A symmetry restricts $D$ further. Assign to each configuration $i$ an arbitrary length $y_i$ and replace the displacement of a jump $i\to j$ by $x+y_j-y_i$. Over a long trajectory the added terms telescope to a bounded difference between the end points, so long-time transport cannot depend on $y$. The simple sum of rate times $x^2$ does depend on $y$. Its minimum over all $y$ is of second degree and does not. Symmetry suggests this minimum; the derivation below shows that it equals the diagonal coefficient, with the correct prefactor. This is Trinkle's variational principle.

\section{Network and conventions}

Take a periodic cell with finitely many configurations $i$ and equilibrium probabilities $P_i>0$. Configurations differing by a rigid translation count as one. A directed jump $e$ goes from $i$ to $j$ with rate $k_e$ and displaces species $a$ by a total $x_e^a$ along a chosen direction. For the full tensor, let $a$ label species and direction together. Several jumps may join the same two configurations, and a jump may return to its own configuration after a translation.

Every jump $e$ has a reverse $\bar e$ with $x_{\bar e}^a=-x_e^a$, and detailed balance holds:
\begin{equation}
c_e\equiv P_i k_e=P_j k_{\bar e}=c_{\bar e}.
\end{equation}
The network is connected. Sums over $e$ include both directions. Write $\Delta_e z=z_j-z_i$, $\langle u,v\rangle=\sum_iP_iu_iv_i$, and
\begin{equation}
(Wz)_i=\sum_{e\,\mathrm{from}\,i}k_e\Delta_e z,\qquad
b_i^a=\sum_{e\,\mathrm{from}\,i}k_e x_e^a .
\end{equation}
Here $b^a$ is the mean drift velocity while the system sits in $i$. For trial relaxation vectors $y^a$ define
\begin{equation}
Q^{ab}[y]=\frac12\sum_e c_e\tilde x_e^a\tilde x_e^b,\qquad
\tilde x_e^a=x_e^a+\Delta_e y^a. \label{Q}
\end{equation}
The claim is $D^{aa}\le Q^{aa}[y]$ for every $y$, where
\begin{equation}
D^{ab}=\lim_{t\to\infty}\frac{\langle X^a(t)X^b(t)\rangle}{2t}
\end{equation}
and $X^a$ is the accumulated displacement, started in equilibrium.

One identity does most of the work. Let $g_{\bar e}=-g_e$. Relabelling $e\to\bar e$ exchanges $i$ and $j$, so $\sum_e c_eg_ez_j=-\sum_e c_eg_ez_i$. Therefore
\begin{equation}
\frac12\sum_e c_e g_e\Delta_e z=-\sum_e c_eg_ez_i
=-\sum_iP_iz_i\sum_{e\,\mathrm{from}\,i}k_eg_e. \label{parts}
\end{equation}
With $g_e=\Delta_e u$ this gives
\begin{equation}
\langle z,-Wu\rangle=\frac12\sum_e c_e\,\Delta_e z\,\Delta_e u. \label{W}
\end{equation}
Thus $-W$ is symmetric in this inner product and non-negative. If $\langle z,-Wz\rangle=0$, then $\Delta_ez=0$ on every jump, and $z$ is constant because the network is connected.

\section{The true relaxation vector}

Define $\eta^a$ by requiring that the modified displacements have no drift in any configuration:
\begin{equation}
\sum_{e\,\mathrm{from}\,i}k_e(x_e^a+\Delta_e\eta^a)=0,
\qquad\text{or}\qquad W\eta^a=-b^a. \label{eta}
\end{equation}
A symmetric operator reaches every vector orthogonal to its null space, here the constants. Since $\langle 1,b^a\rangle=\sum_e c_ex_e^a=0$ by cancellation of reverse pairs, a solution exists. It is unique up to a constant, which does not enter $\Delta_e\eta^a$.

Let $\tilde X^a(t)=X^a(t)+\eta^a(t)-\eta^a(0)$, with $\eta^a(t)$ the value in the current configuration. A jump changes $\tilde X^a\tilde X^b$ by
\begin{equation}
\tilde X^a\tilde x_e^b+\tilde X^b\tilde x_e^a+\tilde x_e^a\tilde x_e^b .
\end{equation}
Averaged over the next jump at given history, the first two terms vanish by Eq.~(\ref{eta}). The last has mean rate $\sum_ec_e\tilde x_e^a\tilde x_e^b=2Q^{ab}[\eta]$. Hence $\langle\tilde X^a\tilde X^b\rangle=2tQ^{ab}[\eta]$. The difference $X-\tilde X$ is bounded and $\tilde X$ has root-mean-square size of order $\sqrt t$, so replacing $\tilde X$ by $X$ changes the product average by at most order $\sqrt t$. Dividing by $2t$ gives
\begin{equation}
D^{ab}=Q^{ab}[\eta]. \label{exact}
\end{equation}

\subsection*{Connection with the response to a force}

Apply a weak force $F$ to species $b$ and set $\varphi=F/k_BT$. Local detailed balance multiplies the ratio of forward to reverse rates by $\exp(\varphi x_e^b)$. Write the occupation as $P_i(1+g_i)$. To first order the net traffic along a jump is
\begin{equation}
I_e=c_e(g_i-g_j+\varphi x_e^b),
\end{equation}
however the force is shared between the forward and reverse barriers. A steady state requires $\sum_{e\,\mathrm{from}\,i}I_e=0$. Comparison with Eq.~(\ref{eta}) gives $g=-\varphi\eta^b$ up to the constant fixed by normalization, so $I_e=\varphi c_e\tilde x_e^b[\eta]$. The total velocity of species $a$ is
\begin{align}
v^a&=\frac12\sum_e I_ex_e^a
=\frac{\varphi}{2}\sum_e c_e\tilde x_e^b(\tilde x_e^a-\Delta_e\eta^a)\\
&=\varphi Q^{ab}[\eta]=\frac{D^{ab}}{k_BT}F .
\end{align}
The factor $1/2$ avoids counting each pair twice, and the term with $\Delta_e\eta^a$ vanishes by Eqs.~(\ref{parts}) and (\ref{eta}). Since $J^a=v^a/V$, this confirms $L^{ab}=D^{ab}/(Vk_BT)$ and $L^{ab}=L^{ba}$. In a chemical gradient under local equilibrium, the force on a substitutional species is $-\nabla(\mu_a-\mu_v)$, with $\mu_v=0$ for equilibrium vacancies.

\section{The variational bound}

Write any trial as $y^a=\eta^a+z^a$. Then $\tilde x_e^a[y]=\tilde x_e^a[\eta]+\Delta_ez^a$, and
\begin{align}
Q^{ab}[y]={}&Q^{ab}[\eta]
+\frac12\sum_ec_e\tilde x_e^a[\eta]\Delta_ez^b
+\frac12\sum_ec_e\tilde x_e^b[\eta]\Delta_ez^a\nonumber\\
&+\frac12\sum_ec_e\Delta_ez^a\Delta_ez^b .
\end{align}
Both cross terms vanish: Eq.~(\ref{parts}) turns them into averages of $z$ times the drift of $\tilde x[\eta]$, which is zero. With Eqs.~(\ref{W}) and (\ref{exact}),
\begin{equation}
Q^{ab}[y]=D^{ab}+\langle z^a,-Wz^b\rangle . \label{main}
\end{equation}
For $a=b$ the last term is non-negative, so
\begin{equation}
L^{aa}\le\frac{Q^{aa}[y]}{Vk_BT},
\end{equation}
with equality if and only if $y^a$ equals $\eta^a$ up to a constant. The error is quadratic in the error of the trial.

The proof needs detailed balance. Without it Eq.~(\ref{parts}) is lost and the cross terms need not vanish.

\subsection*{Off-diagonal coefficients}

For real numbers $s_a$, the sum $\sum_{ab}s_as_b(Q^{ab}-D^{ab})$ is Eq.~(\ref{main}) for the single vector $\sum_as_az^a$. Thus $Q-D$ is positive semidefinite, and
\begin{equation}
|Q^{ab}-D^{ab}|^2\le(Q^{aa}-D^{aa})(Q^{bb}-D^{bb}). \label{cs}
\end{equation}
There is no general one-sided bound for $a\ne b$: replacing $z^b$ by $-z^b$ reverses the sign of the off-diagonal error and leaves both diagonal errors unchanged.

\subsection*{A lower bound from the residual drift}

The drift left by a trial is $\tilde b^a=b^a+Wy^a=Wz^a$. Expand $z^a$ in orthonormal modes of $-W$ with rates $\lambda_m$ and amplitudes $z_m$, and let $\lambda$ be the smallest nonzero rate. Then
\begin{equation}
\langle\tilde b^a,\tilde b^a\rangle=\sum_m\lambda_m^2z_m^2
\ge\lambda\sum_m\lambda_mz_m^2=\lambda(Q^{aa}-D^{aa}),
\end{equation}
so $D^{aa}\ge Q^{aa}[y]-\langle\tilde b^a,\tilde b^a\rangle/\lambda$. The bound is rigorous but can be weak, as the alloy below shows.

\section{Linear trial spaces}

For one species, set $y=\sum_n\theta_n\phi_n$ and
\begin{equation}
A_{mn}=\frac12\sum_ec_e\Delta_e\phi_m\Delta_e\phi_n,\qquad
B_n=\frac12\sum_ec_ex_e\Delta_e\phi_n=-\langle\phi_n,b\rangle.
\end{equation}
Expanding Eq.~(\ref{Q}) gives $Q=Q_0+2B^T\theta+\theta^TA\theta$, where $Q_0$ is the bare value at $y=0$. Setting the derivative to zero gives $A\theta=-B$ and
\begin{equation}
Q_{\min}=Q_0-B^TA^{+}B .
\end{equation}
The pseudoinverse $A^+$ handles redundant functions: if $A\theta=0$, then $\sum_n\theta_n\phi_n$ is constant and $B^T\theta=0$, so the equation remains solvable. Adding functions cannot raise the minimum.

The drift itself is a useful single trial. With $\phi=b$,
\begin{equation}
Q_{\min}=Q_0-\frac{\langle b,b\rangle^2}{\langle b,-Wb\rangle},
\end{equation}
which lies below $Q_0$ whenever $b\ne0$.

These quantities are equilibrium averages over single jumps; no time correlation function is needed. If they are sampled, a caution applies. The mean of a sampled minimum is no greater than the minimum of the means, so fitting and evaluating $\theta$ on the same sample biases the result downward and can break the bound. Fit $\theta$ on one sample and evaluate $Q$ on an independent one; the estimate is then unbiased for that $\theta$, with ordinary statistical error.

\section{A disordered alloy}

Consider a periodic $3\times3$ square lattice with four A atoms, four B atoms and one vacancy. Each neighbouring A--B pair costs $0.5\,k_BT$. A vacancy exchange has rate $r\exp[-(E_j-E_i)/2k_BT]$, with $r=1$ for A and $r=5$ for B. Lengths are in site spacings. In the vacancy frame there are $8!/(4!\,4!)=70$ configurations. Each species uses its own drift as trial. The last column comes from propagating the displacement moments in time, without using $\eta$.

\begin{center}
\begin{tabular}{lccc}
 & bare & drift trial & definition\\
$D^{AA}$ & 0.4823 & 0.4486 & 0.4211\\
$D^{BB}$ & 2.4114 & 1.7397 & 1.5906\\
$D^{AB}$ & 0 & 0.1207 & 0.1507
\end{tabular}
\end{center}

Relative to the definition, the trial reduces the excess from 15\% to 6.5\% for AA and from 52\% to 9.4\% for BB. The AB estimate approaches from below. Its error, $0.030$, respects Eq.~(\ref{cs}), which allows $\sqrt{0.0274\times0.1491}=0.064$. A steady state driven by a weak force on B gives the same $D^{AB}=0.1507$. The positive sign means that this force also carries A forward.

Of 200 random trials, 100 put $D^{AB}$ above its true value and 100 below. Reducing one trial error tenfold reduced the AA excess by a factor of 100. The lower bounds from the drift trial are $0.11$ for AA and $-2.1$ for BB. The second is useless, since a diagonal coefficient cannot be negative. Part of the weakness is the choice of $\lambda$: the slowest mode, with rate 0.414, does not appear in the trial error. The slowest mode that does appear has rate 0.877, and using it in the same inequality gives $0.29$ and $-0.10$.

\section{A dilute solute in a bcc crystal}

Let one solute and one vacancy share $N$ bcc sites, with cubic lattice parameter $a$. The solute--vacancy exchange rate is $w_s$, all other vacancy jumps have rate $w_0$, and there is no binding. The configuration is $r$, the vacancy position minus the solute position, so each of the $N-1$ configurations has probability $1/(N-1)$.

Choose $y(r)=\theta r_x$ on the eight nearest-neighbour sites and zero elsewhere. An exchange moves the solute by $r_x$ and sends $r$ to $-r$, so $\tilde x=(1-2\theta)r_x$. The other seven jumps leave the shell, because no two nearest neighbours of a bcc site are nearest neighbours of each other. They have $\tilde x=-\theta r_x$, and their reverses have the opposite sign. Since $\sum r_x^2=8(a/2)^2=2a^2$,
\begin{equation}
Q^{ss}=\frac{a^2}{N-1}\left[w_s(1-2\theta)^2+14w_0\theta^2\right].
\end{equation}
The condition $-4w_s(1-2\theta)+28w_0\theta=0$ gives $\theta=w_s/(2w_s+7w_0)$. The bracket becomes
\begin{equation}
\frac{49w_sw_0^2+14w_0w_s^2}{(2w_s+7w_0)^2}
=\frac{7w_0w_s}{2w_s+7w_0}.
\end{equation}
The bare value is $w_sa^2/(N-1)$, so the correlation factor $f=D^{ss}/Q_0^{ss}$ obeys
\begin{equation}
f\le\frac{7w_0}{2w_s+7w_0}. \label{shell}
\end{equation}
The cell size has cancelled, so the bound also holds in the limit of a large crystal. For equal rates it is $7/9$. For $w_s\ll w_0$ it tends to one. For $w_s\gg w_0$ it gives $w_sf\le 7w_0/2$: the pair swaps back and forth, and host jumps limit net solute motion.

\subsection*{The host flux}

On the shell the solute drift is $w_sr_x$. The vacancy's eight jump vectors sum to zero, so the seven host exchanges, which omit the jump $-r$, move the vacancy by a total of $+r$ and the host atoms by $-r$. The host drift is $-w_0r_x$. Both drifts vanish elsewhere, hence $\eta^A=-(w_0/w_s)\eta^s$. No single jump moves both species, so $Q_0^{sA}=0$. Equation~(\ref{main}) at $y=0$, where $z=-\eta$, gives
\begin{equation}
D^{sA}=-\langle\eta^s,-W\eta^A\rangle
=\frac{w_0}{w_s}(Q_0^{ss}-D^{ss}).
\end{equation}
In this model an upper bound on $D^{ss}$ is therefore a lower bound on $D^{sA}$.

\subsection*{Numbers at furnace temperature}

Take $a=0.29$ nm, $T=1100$ K, attempt frequency $\nu=10^{13}$ s$^{-1}$, and barriers of 0.70 eV for host and 0.60 eV for solute. With $k_BT=0.09479$ eV, $w_s/w_0=\exp(0.10/0.09479)=2.872$. Equation~(\ref{shell}) gives $f\le7/(5.744+7)=0.549$.

Using $r_x$ on each of the nearest 3, 10 and 25 symmetry shells lowers the bound to 0.511, 0.488 and 0.483. Full solutions in cells of $8^3$, $10^3$ and $12^3$ cubic units give 0.4826, 0.4820 and 0.4817. Assuming a correction proportional to inverse cell volume, the two larger cells extrapolate to 0.4814. Relative to this, the one-shell bound is 14\% high and the 25-shell bound 0.4\% high.

For a vacancy formation energy of 1.70 eV and entropy $2k_B$, the vacancy fraction is $c_v=\exp(2-1.70/0.09479)=1.20\times10^{-7}$. Replacing the cell's vacancy probability $1/(N-1)$ by $c_v$ gives
\begin{align}
D_s&=c_vw_sa^2f\nonumber\\
&=(1.202\times10^{-7})(1.783\times10^{10}\,\mathrm{s^{-1}})
(2.9\times10^{-8}\,\mathrm{cm})^2(0.4814)\nonumber\\
&=8.7\times10^{-13}\ \mathrm{cm^2/s}.
\end{align}
The one-shell upper bound is $9.9\times10^{-13}$ cm$^2$/s. At solute site fraction $c_s=0.001$ and atomic volume $\Omega=a^3/2$, $L^{ss}=c_sD_s/(\Omega k_BT)=75$ (eV nm s)$^{-1}$, with one-shell bound 86. The off-diagonal coefficient is $L^{sA}=28$ in the same unit.

\subsection*{Comparison with real steel}

These round inputs lie in the rough regime of a substitutional solute in ferritic steel, but represent no particular solute. The assumed concentration is low: many alloying additions are at the per cent level. At $c_s=0.001$, 1.4\% of randomly placed solutes have another within the first two shells; at $0.01$ the fraction is $1-0.99^{14}=13\%$, and the isolated-solute model becomes doubtful. Real solutes can also attract or repel vacancies. A nearest-neighbour binding of 0.10 eV, with each barrier measured from the mean of its end-point energies and the distant vacancy fraction held fixed, multiplies $D_s$ by 2.0. The off-diagonal coefficient is much more sensitive: the same binding lowers $L^{sA}/L^{ss}$ from 0.375 to about 0.05, and the relation between $D^{sA}$ and $D^{ss}$ derived above holds only without binding. Lowering the formation energy by 0.10 eV, all else fixed, multiplies $D_s$ by 2.9. The absolute diffusivity is thus only illustrative. Measured self-diffusion and substitutional-solute diffusion in bcc iron near 1100 K are of order $10^{-11}$ cm$^2$/s, ten or more times the value above, and magnetic order, which matters this close to the Curie point, is not in the model. The variational bound applies to the stated model, not to errors in its energies and prefactors. Smaller omissions are the leading tunnelling correction to the jump rate (0.8\%, taking the magnitude of the unstable saddle frequency equal to $\nu$), a correction of similar size from the quantized vibration in the well, and vacancy pairs ($4\times10^{-6}$ per vacancy for 0.20 eV pair binding). Next to the solute there are only about 0.006 vacancy jumps per attempt period, so vibrations normally have time to relax between separate jumps. Immediate recrossings and double jumps are also left out, and this number does not estimate their size. Further digits are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
ALLOY, reduced units (site spacing 1, A jump rate scale 1)
A-B bond energy 0.5 kBT, B jump rate scale 5
configurations: 70; slowest relaxation rate: 0.41399
D_AA: bare 0.482282, drift trial 0.448574, from definition 0.421125
D_BB: bare 2.411408, drift trial 1.739676, from definition 1.590567
D_AB: bare 0.000000, drift trial 0.120719, from definition 0.150695
lower bounds, drift trial: AA 0.108387, BB -2.149869
driven response: AB 0.150695, BB 1.590567
200 random trials: AB above true 100, below true 100
AA excess ratio for tenfold trial error: 100.000
BCC SOLUTE, rough ferritic-steel regime
lattice parameter: 0.29 nm; temperature: 1100 K
kBT: 0.09479 eV; attempt frequency: 1.0e+13 1/s
barriers: host 0.70 eV, solute 0.60 eV
vacancy formation: 1.70 eV, entropy 2.0 kB
solute site fraction: 0.0010
vacancy site fraction: 1.2018e-07
w0: 6.2068e+09 1/s; ws: 1.7825e+10 1/s; ws/w0: 2.8718
one-shell formula for f: 0.54929
upper bound on f, 1 shells: 0.54929
upper bound on f, 3 shells: 0.51091
upper bound on f, 10 shells: 0.48755
upper bound on f, 25 shells: 0.48331
full solution f, cell 8x8x8: 0.48256
full solution f, cell 10x10x10: 0.48199
full solution f, cell 12x12x12: 0.48173
f extrapolated to infinite crystal: 0.48138
one-shell bound above extrapolated f: 14.11 %
25-shell bound above extrapolated f: 0.400 %
bare: D_s 1.8016e-12 cm^2/s, L_ss 1.5586e+02 1/(eV nm s)
one shell: D_s 9.8962e-13 cm^2/s, L_ss 8.5613e+01 1/(eV nm s)
25 shells: D_s 8.7074e-13 cm^2/s, L_ss 7.5329e+01 1/(eV nm s)
extrapolated: D_s 8.6728e-13 cm^2/s, L_ss 7.5029e+01 1/(eV nm s)
L_sA/L_ss: 0.3751; L_sA: 2.8146e+01 1/(eV nm s)
NEGLECTED EFFECTS
binding 0.10 eV multiplies D_s by: 1.986
0.10 eV lower formation energy multiplies D_s by: 2.872
solutes with another within two shells: 1.39 %
quantum correction to jump rate: 0.79 %
vacancy jumps per attempt period: 0.00613
vacancy pairs per vacancy (binding 0.20 eV): 3.96e-06
cell-size shift of f at 12x12x12: 0.073 %
\end{verbatim}
